# Gate-voltage shift from trapped charge at constant Fowler-Nordheim current: verification in Python

```python
"""
Result under test: a sheet of negative charge Q (per area) in an oxide, lying
beyond the tunnel exit point, needs the extra gate voltage
    shift = Q * (d - s) / eps
to restore the original Fowler-Nordheim current.
d: oxide thickness, s: distance of the sheet from the injecting cathode,
eps: oxide permittivity. Potentials in V, energies in eV, lengths in nm,
fields in V/nm (1 V/nm = 10 MV/cm), unless a name says otherwise.
W is the energy of an electron below the cathode Fermi level.
The potential is found from Poisson's equation on a grid, the current from
numerical WKB integrals, and the restoring voltage from a root search.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.linalg import solve_banded
from scipy.optimize import brentq

e, hbar, m0, eps0 = const.e, const.hbar, const.m_e, const.epsilon_0

# Rough typical values for SiO2 and a chosen trapped charge
d, s = 20.0, 12.0
barrier, mass = 3.1, 0.42
eps = 3.9 * eps0
start_field = 0.8
charge_uC = 0.2
charge = charge_uC * 1e-2                 # C/m2
jump = charge / eps * 1e-9                # field jump at the sheet, V/nm
V0 = start_field * d
exit_fermi = barrier / start_field

wave_unit = np.sqrt(2 * m0 * e) / hbar * 1e-9   # 1/nm per sqrt(eV)
kappa_unit = wave_unit * np.sqrt(mass)
cells = 2000
h = d / cells
grid = np.linspace(0, d, cells + 1)


def nodes(count, low, high):
    x, w = np.polynomial.legendre.leggauss(count)
    return low + (high - low) * (x + 1) / 2, w * (high - low) / 2


def oxide_potential(V, field_jump, position):
    """Finite-difference Poisson solution, 0 at cathode and V at anode."""
    bands = np.ones((3, cells - 1))
    bands[1] = -2.0
    rhs = np.zeros(cells - 1)
    rhs[int(round(position / h)) - 1] = h * field_jump
    rhs[-1] -= V
    inner = solve_banded((1, 1), bands, rhs)
    return np.concatenate(([0.0], inner, [V]))


def log_transmission(W, V, field_jump, position, image=0.0):
    """WKB exponent; the integral is exact for piecewise linear barriers."""
    profile = barrier - oxide_potential(V, field_jump, position)
    profile = profile - image / np.maximum(grid, h)
    u = profile[None, :] + np.atleast_1d(W)[:, None]
    root3 = np.clip(u, 0, None) ** 1.5
    pieces = (root3[:, :-1] - root3[:, 1:]) / (u[:, :-1] - u[:, 1:])
    return -2 * kappa_unit * (2 / 3) * h * pieces.sum(axis=1)


supply_factor = m0 * e**3 / (2 * np.pi**2 * hbar**3) * 1e-4  # A/cm2/eV2


def log_current(V, field_jump, position, kT=0.0, image=0.0):
    """Log of current density in A/cm2, summed over the electron supply."""
    if kT == 0:
        W, weight = nodes(40, 0.0, 1.5)
        supply = W
    else:
        W, weight = nodes(80, -1.0, 1.5)
        supply = kT * np.logaddexp(0, W / kT)
    T = np.exp(log_transmission(W, V, field_jump, position, image))
    return np.log(supply_factor * np.sum(weight * supply * T))


def restoring_shift(position, **options):
    target = log_current(V0, 0.0, position, **options)
    return brentq(lambda V: log_current(V, jump, position, **options)
                  - target, V0 - 1, V0 + 3, xtol=1e-11) - V0


def formula_shift(position):
    return charge * (d - position) * 1e-9 / eps


# Fowler-Nordheim law against the numerical sum over energies
Phi = barrier * e
A = e**3 * m0 / (16 * np.pi**2 * hbar * mass * m0 * Phi)
B = 4 * np.sqrt(2 * mass * m0) * Phi**1.5 / (3 * e * hbar)
field_SI = start_field * 1e9
J_law = A * field_SI**2 * np.exp(-B / field_SI) * 1e-4
J_start = np.exp(log_current(V0, 0.0, s))
assert abs(J_law / J_start - 1) < 0.05    # law drops higher orders in W
series = [log_current(F * d, 0.0, s) for F in (0.6, 0.7, 0.8, 0.9, 1.0)]
assert np.all(np.diff(series) > 0)

# Main result, for several sheet positions beyond the exit
for place in (8.0, 12.0, 17.0):
    assert abs(restoring_shift(place) - formula_shift(place)) < 1e-6
shift = restoring_shift(s)
restored = oxide_potential(V0 + shift, jump, s)
cathode_field = restored[1] / h
anode_field = (restored[-1] - restored[-2]) / h
assert abs(cathode_field - start_field) < 1e-6
assert abs(anode_field - start_field - jump) < 1e-6
J_restored = np.exp(log_current(V0 + shift, jump, s))
J_unraised = np.exp(log_current(V0, jump, s))
unraised_field = oxide_potential(V0, jump, s)[1] / h
assert abs(start_field - unraised_field - formula_shift(s) / d) < 1e-6

# Temperature and image force change the current, not the shift
kT = const.k * 300 / e
image = e / (16 * np.pi * 2.1 * eps0) * 1e9
shift_hot = restoring_shift(s, kT=kT)
shift_image = restoring_shift(s, image=image)
hot_ratio = np.exp(log_current(V0, 0.0, s, kT=kT)) / J_start
image_ratio = np.exp(log_current(V0, 0.0, s, image=image)) / J_start
assert abs(shift_hot - formula_shift(s)) < 1e-6
assert abs(shift_image - formula_shift(s)) < 1e-6
assert hot_ratio > 1.05 and image_ratio > 1.5

# The result must fail for a sheet inside the barrier
inside, edge = 2.0, 4.0
shift_inside, shift_edge = restoring_shift(inside), restoring_shift(edge)
assert shift_inside < formula_shift(inside) - 0.1
assert -0.02 < shift_edge - formula_shift(edge) < -1e-5
small = 1e-3
target = log_transmission(0.0, V0, 0.0, inside)[0]
small_shift = brentq(lambda V: log_transmission(
    0.0, V, small * jump, inside)[0] - target, V0 - 0.1, V0 + 0.1,
    xtol=1e-12) - V0
inside_law = jump * ((d - inside) - d * (1 - inside / exit_fermi)**1.5)
assert abs(small_shift / small / inside_law - 1) < 0.01


def log_wave_current(V, field_jump, absorbing):
    """Current from the Schroedinger equation, up to a constant factor."""
    W, weight = nodes(40, 0.0, 1.5)
    band_depth = 5.0                      # electrode Fermi energy, eV
    U = barrier - oxide_potential(V, field_jump, s)
    middle = (U[1:] + U[:-1]) / 2
    q = wave_unit * np.sqrt(mass * (-W[None, :] - middle[:, None] + 0j))
    cosine, sine = np.cos(q * h), np.sin(q * h)
    if absorbing:
        anode_bottom, anode_mass = U[-1], mass
    else:
        anode_bottom, anode_mass = -V - band_depth, 1.0
    k_anode = wave_unit * np.sqrt(anode_mass * (-W - anode_bottom))
    k_cathode = wave_unit * np.sqrt(band_depth - W)
    psi = np.ones(len(W), complex)
    slope = 1j * k_anode / anode_mass     # derivative divided by mass
    for i in range(cells - 1, -1, -1):
        psi, slope = (cosine[i] * psi - mass * sine[i] / q[i] * slope,
                      cosine[i] * slope + q[i] / mass * sine[i] * psi)
    incident = (psi + slope / (1j * k_cathode)) / 2
    T = k_anode / anode_mass / (k_cathode * np.abs(incident)**2)
    return np.log(np.sum(weight * W * T))


wave_change = {}
for absorbing in (True, False):
    base = log_wave_current(V0, 0.0, absorbing)
    raised = log_wave_current(V0 + formula_shift(s), jump, absorbing) - base
    unraised = log_wave_current(V0, jump, absorbing) - base
    wave_change[absorbing] = (raised, unraised)
assert abs(wave_change[True][0]) < 5e-3
assert wave_change[True][1] < -0.5
assert abs(wave_change[False][0]) < 0.25 * abs(wave_change[False][1])
log_slope = (log_current(V0 + 0.01, 0.0, s)
             - log_current(V0 - 0.01, 0.0, s)) / 0.02
wave_voltage = -wave_change[False][0] / log_slope

# Discrete trapped electrons at random places, with electrode images
density = charge / e * 1e-18              # 1/nm2
r, r_weight = nodes(300, 0.0, 80.0)
t, t_weight = nodes(16, 0.0, 1.0)
x = exit_fermi * (1 - t**2)
order = 2 * d * np.arange(-100, 101)
R2 = r[:, None, None]**2
near = 1 / np.sqrt(R2 + (x[None, :, None] - s + order)**2)
far = 1 / np.sqrt(R2 + (x[None, :, None] + s + order)**2)
point_potential = e / (4 * np.pi * eps) * 1e9 * (near - far).sum(axis=2)
loss = (kappa_unit * 2 * exit_fermi / np.sqrt(barrier)
        * point_potential @ t_weight)     # loss of ln T from one electron
area = 2 * np.pi * r * r_weight
smooth_loss = density * np.sum(area * loss)
sheet_loss = (log_transmission(0.0, V0, 0.0, s)[0]
              - log_transmission(0.0, V0, small * jump, s)[0]) / small
assert abs(smooth_loss / sheet_loss - 1) < 0.01
discrete_gain = density * np.sum(area * (np.expm1(-loss) + loss))
discrete_voltage = -discrete_gain / log_slope
assert discrete_gain > 0

# Depletion of an n-type polysilicon gate, if it replaced the metal
donors, eps_si = 1e26, 11.7 * eps0


def gate_drop(field):
    return (eps * field * 1e9)**2 / (2 * e * eps_si * donors)


D = eps * start_field * 1e9
width = D / (e * donors)
drop_sum = quad(lambda z: (D - e * donors * z) / eps_si, 0, width)[0]
assert abs(drop_sum - gate_drop(start_field)) < 1e-6
poly_extra = gate_drop(anode_field) - gate_drop(start_field)

# Electrons in transit at a rough drift speed of 1e5 m/s
transit_voltage = J_start * 1e4 / 1e5 * (d * 1e-9)**2 / (2 * eps)
assert transit_voltage < 1e-6 * shift

print(f"oxide thickness: {d:.1f} nm")
print(f"sheet distance from cathode: {s:.1f} nm")
print(f"sheet distance from anode: {d - s:.1f} nm")
print(f"barrier: {barrier:.2f} eV; oxide mass: {mass:.2f} m0")
print(f"oxide permittivity: {eps:.4e} F/m")
print(f"trapped charge: {charge_uC:.2f} uC/cm2")
print(f"trapped electrons: {density * 1e14:.3e} per cm2")
print(f"initial oxide voltage: {V0:.3f} V")
print(f"initial field: {start_field * 10:.3f} MV/cm")
print(f"exit point at Fermi level: {exit_fermi:.3f} nm")
print(f"Fowler-Nordheim A: {A:.4e} A/V2")
print(f"Fowler-Nordheim B: {B * 1e-8:.2f} MV/cm")
print(f"current, Fowler-Nordheim law: {J_law:.3e} A/cm2")
print(f"current, sum over energies: {J_start:.3e} A/cm2")
print(f"field jump at sheet: {jump * 10:.4f} MV/cm")
print(f"current with charge, voltage unraised: {J_unraised:.3e} A/cm2")
print(f"unraised current / initial: {J_unraised / J_start:.4f}")
print(f"cathode field, unraised: {unraised_field * 10:.4f} MV/cm")
print(f"shift from formula: {formula_shift(s):.6f} V")
print(f"shift from root search: {shift:.6f} V")
print(f"restored oxide voltage: {V0 + shift:.4f} V")
print(f"restored current: {J_restored:.3e} A/cm2")
print(f"restored cathode field: {cathode_field * 10:.4f} MV/cm")
print(f"restored anode field: {anode_field * 10:.4f} MV/cm")
print(f"anode field / rough 10 MV/cm breakdown: {anode_field:.3f}")
for place in (8.0, 17.0):
    print(f"sheet at {place:.0f} nm: formula {formula_shift(place):.6f} V, "
          f"search {restoring_shift(place):.6f} V")
print(f"sheet at {edge:.0f} nm: formula {formula_shift(edge):.6f} V, "
      f"search {shift_edge:.6f} V")
print(f"sheet at {inside:.0f} nm: formula {formula_shift(inside):.6f} V, "
      f"search {shift_inside:.6f} V")
print(f"sheet at {inside:.0f} nm, small-charge law: {inside_law:.4f} V")
print(f"same, scaled small-charge search: {small_shift / small:.4f} V")
print(f"300 K current / 0 K current: {hot_ratio:.3f}")
print(f"shift at 300 K: {shift_hot:.6f} V")
print(f"current with image force / without: {image_ratio:.3f}")
print(f"shift with image force: {shift_image:.6f} V")
print(f"wave, absorbing anode, raised: dlnJ = {wave_change[True][0]:.2e}")
print(f"wave, absorbing anode, unraised: dlnJ = {wave_change[True][1]:.4f}")
print(f"wave, metal anode, raised: dlnJ = {wave_change[False][0]:.4f}")
print(f"wave, metal anode, unraised: dlnJ = {wave_change[False][1]:.4f}")
print(f"slope dlnJ/dV: {log_slope:.4f} per V")
print(f"coherent reflection, voltage change: {wave_voltage * 1e3:.2f} mV")
print(f"mean spacing of trapped electrons: {density**-0.5:.2f} nm")
print(f"discreteness, gain in lnJ: {discrete_gain:.4f}")
print(f"discreteness, voltage change: {discrete_voltage * 1e3:.2f} mV")
print(f"polysilicon donors: {donors * 1e-6:.1e} per cm3")
print(f"polysilicon drop, initial: {gate_drop(start_field):.4f} V")
print(f"polysilicon, extra voltage: {poly_extra * 1e3:.2f} mV")
print(f"electrons in transit, voltage: {transit_voltage:.2e} V")
print("finished without a failed check")
```

Running it gives:

```
oxide thickness: 20.0 nm
sheet distance from cathode: 12.0 nm
sheet distance from anode: 8.0 nm
barrier: 3.10 eV; oxide mass: 0.42 m0
oxide permittivity: 3.4531e-11 F/m
trapped charge: 0.20 uC/cm2
trapped electrons: 1.248e+12 per cm2
initial oxide voltage: 16.000 V
initial field: 8.000 MV/cm
exit point at Fermi level: 3.875 nm
Fowler-Nordheim A: 1.1839e-06 A/V2
Fowler-Nordheim B: 241.63 MV/cm
current, Fowler-Nordheim law: 5.786e-06 A/cm2
current, sum over energies: 5.606e-06 A/cm2
field jump at sheet: 0.5792 MV/cm
current with charge, voltage unraised: 2.150e-06 A/cm2
unraised current / initial: 0.3834
cathode field, unraised: 7.7683 MV/cm
shift from formula: 0.463347 V
shift from root search: 0.463347 V
restored oxide voltage: 16.4633 V
restored current: 5.606e-06 A/cm2
restored cathode field: 8.0000 MV/cm
restored anode field: 8.5792 MV/cm
anode field / rough 10 MV/cm breakdown: 0.858
sheet at 8 nm: formula 0.695021 V, search 0.695021 V
sheet at 17 nm: formula 0.173755 V, search 0.173755 V
sheet at 4 nm: formula 0.926695 V, search 0.922916 V
sheet at 2 nm: formula 1.042531 V, search 0.629446 V
sheet at 2 nm, small-charge law: 0.6526 V
same, scaled small-charge search: 0.6526 V
300 K current / 0 K current: 1.288
shift at 300 K: 0.463347 V
current with image force / without: 13.143
shift with image force: 0.463347 V
wave, absorbing anode, raised: dlnJ = 2.67e-04
wave, absorbing anode, unraised: dlnJ = -0.9583
wave, metal anode, raised: dlnJ = -0.0516
wave, metal anode, unraised: dlnJ = -1.0094
slope dlnJ/dV: 2.0108 per V
coherent reflection, voltage change: 25.64 mV
mean spacing of trapped electrons: 8.95 nm
discreteness, gain in lnJ: 0.0290
discreteness, voltage change: -14.41 mV
polysilicon donors: 1.0e+20 per cm3
polysilicon drop, initial: 0.2299 V
polysilicon, extra voltage: 34.49 mV
electrons in transit, voltage: 3.25e-12 V
finished without a failed check
```
